# Valence-band edges under biaxial (001) strain with split-off coupling: a program that tests the result

```python
"""
Zone-centre valence levels of a cubic semiconductor under biaxial (001) strain.

Result under test (electron energies, zero = unstrained valence-band top):
    E_hh = P + S
    E_lh = P + (-S - Delta + R)/2
    E_so = P + (-S - Delta - R)/2
    P = a_v*(2*e_par + e_perp),  S = b*(e_par - e_perp)
    R = sqrt(Delta**2 - 2*Delta*S + 9*S**2)
a_v, b, d : valence deformation potentials;  Delta : spin-orbit splitting
e_par, e_perp : strain in the (001) plane and along [001]
C11, C12 : elastic constants
The closed forms are compared with diagonalization of the 6x6 Hamiltonian
built from orbital (X, Y, Z) and spin matrices.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

# Orbital angular momentum (units of hbar) in the basis X, Y, Z
L = np.zeros((3, 3, 3), dtype=complex)
for k, i, j in itertools.permutations(range(3)):
    L[k, i, j] = -1j * np.linalg.det(np.eye(3)[[k, i, j]])
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_DOT_SIGMA = sum(np.kron(L[k], PAULI[k]) for k in range(3))


def strain_operator(eps, a_v, b, d):
    """Bir-Pikus Hamiltonian written with angular-momentum operators."""
    h = a_v * np.trace(eps) * np.eye(3, dtype=complex)
    for i in range(3):
        h -= 3 * b * (L[i] @ L[i] - 2 * np.eye(3) / 3) * eps[i, i]
        for j in range(i + 1, 3):
            h -= np.sqrt(3) * d * (L[i] @ L[j] + L[j] @ L[i]) * eps[i, j]
    return h


def strain_matrix(eps, l, m, n):
    """Same Hamiltonian from its matrix elements between X, Y, Z."""
    h = n * eps.copy()
    for i in range(3):
        h[i, i] = l * eps[i, i] + m * (np.trace(eps) - eps[i, i])
    return h


def six_band(e_par, e_perp, a_v, b, delta):
    h = strain_operator(np.diag([e_par, e_par, e_perp]), a_v, b, 0.0)
    return np.kron(h, np.eye(2)) + delta / 3 * (L_DOT_SIGMA - np.eye(6))


def root(s, delta):
    return np.sqrt(delta**2 - 2 * delta * s + 9 * s**2)


def closed_levels(p, s, delta):
    r = root(s, delta)
    return p + s, p + (-s - delta + r) / 2, p + (-s - delta - r) / 2


def so_weight(s, delta):
    return 0.5 * (1 - (delta - s) / root(s, delta))


def z_weight(s, delta):
    return 0.5 - (9 * s - delta) / (6 * root(s, delta))


def numeric_lh(s, delta):
    """Light-hole energy and vectors by diagonalization with P = 0."""
    energies, vectors = np.linalg.eigh(six_band(-s, 0.0, 0.0, -1.0, delta))
    first = 2 if s > 0 else 4
    return energies[first], vectors[:, first:first + 2]


rng = np.random.default_rng(7)

# Symmetry: three invariants, and covariance under all cube rotations
rotations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        rot = np.diag(signs) @ np.eye(3)[list(perm)]
        if np.linalg.det(rot) > 0:
            rotations.append(rot)
characters = [(np.trace(r)**2 + np.trace(r @ r)) / 2 for r in rotations]
invariants = np.mean(np.square(characters))
assert len(rotations) == 24 and abs(invariants - 3) < 1e-12
eps = rng.normal(size=(3, 3))
eps = (eps + eps.T) / 2
l, m, n = rng.normal(size=3)
h_lmn = strain_matrix(eps, l, m, n)
for r in rotations:
    assert np.allclose(strain_matrix(r @ eps @ r.T, l, m, n),
                       r @ h_lmn @ r.T, atol=1e-12)
assert np.allclose(h_lmn, strain_operator(
    eps, (l + 2 * m) / 3, (l - m) / 3, n / np.sqrt(3)), atol=1e-12)

# Coupled states J, m_J; order: 3/2, -3/2, then (J=3/2, J=1/2) for +1/2, -1/2
plus = -np.array([1, 1j, 0]) / np.sqrt(2)
zero = np.array([0, 0, 1])
minus = np.array([1, -1j, 0]) / np.sqrt(2)
up, down = np.eye(2)
c1, c2 = np.sqrt(1 / 3), np.sqrt(2 / 3)
J_BASIS = np.array([
    np.kron(plus, up),
    np.kron(minus, down),
    c2 * np.kron(zero, up) + c1 * np.kron(plus, down),
    c2 * np.kron(plus, down) - c1 * np.kron(zero, up),
    c2 * np.kron(zero, down) + c1 * np.kron(minus, up),
    c1 * np.kron(zero, down) - c2 * np.kron(minus, up)]).T
assert np.allclose(J_BASIS.conj().T @ J_BASIS, np.eye(6), atol=1e-12)

# Block form, energies, ordering and weights for random parameters
SO_PROJECTOR = (np.eye(6) - L_DOT_SIGMA) / 3
Z_PROJECTOR = np.kron(np.diag([0, 0, 1]), np.eye(2))
for _ in range(200):
    e1, e2, av_t, b_t = rng.normal(size=4)
    delta_t = rng.uniform(0.1, 3)
    p, s = av_t * (2 * e1 + e2), b_t * (e1 - e2)
    h = six_band(e1, e2, av_t, b_t, delta_t)
    expected = np.diag([s, s, -s, -delta_t, -s, -delta_t])
    expected[2, 3] = expected[3, 2] = np.sqrt(2) * s
    expected[4, 5] = expected[5, 4] = -np.sqrt(2) * s
    in_j = J_BASIS.conj().T @ h @ J_BASIS
    assert np.allclose(in_j, expected + p * np.eye(6), atol=1e-11)
    hh, lh, so = closed_levels(p, s, delta_t)
    ordered = [so, so, lh, lh, hh, hh] if s > 0 else [so, so, hh, hh, lh, lh]
    assert np.allclose(np.linalg.eigvalsh(h), ordered, atol=1e-11)
    # without split-off coupling the J=3/2 levels sit at P +- S
    quartet = in_j[np.ix_([0, 1, 2, 4], [0, 1, 2, 4])]
    assert np.allclose(np.linalg.eigvalsh(quartet),
                       p + abs(s) * np.array([-1, -1, 1, 1]), atol=1e-11)
    if abs(s) > 1e-3:  # nearer degeneracy the eigenvectors are ill-defined
        _, v = numeric_lh(s, delta_t)
        w_num = np.trace(v.conj().T @ SO_PROJECTOR @ v).real / 2
        z_num = np.trace(v.conj().T @ Z_PROJECTOR @ v).real / 2
        assert abs(w_num - so_weight(s, delta_t)) < 1e-9
        assert abs(z_num - z_weight(s, delta_t)) < 1e-9

# Limits, with Delta = 1; tolerances cover the next order of each expansion
for s in (1e-3, -1e-3):
    cubic = (numeric_lh(s, 1.0)[0] + s - 2 * s**2) / s**3
    assert abs(cubic - 2) < 1e-2
assert abs(numeric_lh(1e3, 1.0)[0] - (1e3 - 2 / 3)) < 1e-3
assert abs(numeric_lh(-1e3, 1.0)[0] - (2e3 - 1 / 3)) < 1e-3
lowest = minimize_scalar(lambda s: numeric_lh(s, 1.0)[0],
                         bounds=(0.01, 2), method="bounded",
                         options={"xatol": 1e-9})
assert abs(lowest.x - 2 / 9) < 1e-5 and abs(lowest.fun + 1 / 9) < 1e-10
v_low = numeric_lh(lowest.x, 1.0)[1]
z_low = np.trace(v_low.conj().T @ Z_PROJECTOR @ v_low).real / 2
assert abs(z_low - 1 / 3) < 1e-5

# Worked example: round model parameters (eV and GPa)
a_v, b, delta, C11, C12 = 1.0, -2.0, 0.300, 100.0, 40.0


def perpendicular(e_par):
    return -2 * C12 / C11 * e_par


def elastic_energy(x, y):
    """Energy density for in-plane strain x and perpendicular strain y."""
    return C11 * (2 * x**2 + y**2) / 2 + C12 * (x**2 + 2 * x * y)


relaxed = minimize_scalar(lambda y: elastic_energy(1.0, y)).x
assert abs(relaxed - perpendicular(1.0)) < 1e-6

print(f"independent strain constants: {invariants:.0f}")
print(f"a_v = {a_v:.1f} eV, b = {b:.1f} eV, Delta = {1e3*delta:.0f} meV")
print(f"C11 = {C11:.0f} GPa, C12 = {C12:.0f} GPa")
thz_per_mev = 1e-3 * constants.e / constants.h / 1e12
for e_par in (-0.01, 0.01):
    e_perp = perpendicular(e_par)
    p, s = a_v * (2 * e_par + e_perp), b * (e_par - e_perp)
    hh, lh, so = closed_levels(p, s, delta)
    print(f"--- in-plane strain {100*e_par:+.1f} %")
    print(f"perpendicular strain = {100*e_perp:+.2f} %")
    print(f"trace of strain = {100*(2*e_par+e_perp):+.2f} %")
    print(f"P = {1e3*p:+.2f} meV, S = {1e3*s:+.2f} meV")
    print(f"R = {1e3*root(s, delta):.2f} meV")
    print(f"E_hh = {1e3*hh:+.2f} meV")
    print(f"E_lh = {1e3*lh:+.2f} meV")
    print(f"E_so = {1e3*so:+.2f} meV")
    print(f"E_lh - P = {1e3*(lh-p):+.2f} meV")
    print(f"E_lh without coupling = {1e3*(p-s):+.2f} meV")
    print(f"E_lh to second order = {1e3*(p-s+2*s*s/delta):+.2f} meV")
    gap = 1e3 * (hh - lh)
    print(f"E_hh - E_lh = {gap:+.2f} meV = {gap*thz_per_mev:+.2f} THz")
    print(f"E_hh - E_lh without coupling = {2e3*s:+.2f} meV")
    print(f"split-off weight in lh = {so_weight(s, delta):.4f}")
    print(f"Z-orbital weight in lh = {z_weight(s, delta):.4f}")
print("--- table: strain %, S, E_hh, E_lh, E_so, E_hh-E_lh (meV)")
for e_par in (-0.02, -0.005, 0.005, 0.02):
    e_perp = perpendicular(e_par)
    p, s = a_v * (2 * e_par + e_perp), b * (e_par - e_perp)
    hh, lh, so = closed_levels(p, s, delta)
    row = 1e3 * np.array([s, hh, lh, so, hh - lh])
    print(f"{100*e_par:+.1f} " + " ".join(f"{x:+.2f}" for x in row))
s_low = lowest.x * delta
e_low = s_low / (b * (1 + 2 * C12 / C11))
print("--- lowest lh energy relative to P")
print(f"S = {1e3*s_low:.2f} meV, in-plane strain = {100*e_low:.2f} %")
print(f"E_lh - P = {1e3*lowest.fun*delta:.2f} meV")
print(f"Z-orbital weight there = {z_low:.4f}")
print(f"saturated hh-lh splitting, 2*Delta/3 = {2e3*delta/3:.1f} meV")
print("tests ok")
```

Running it gives:

```
independent strain constants: 3
a_v = 1.0 eV, b = -2.0 eV, Delta = 300 meV
C11 = 100 GPa, C12 = 40 GPa
--- in-plane strain -1.0 %
perpendicular strain = +0.80 %
trace of strain = -1.20 %
P = -12.00 meV, S = +36.00 meV
R = 282.96 meV
E_hh = +24.00 meV
E_lh = -38.52 meV
E_so = -321.48 meV
E_lh - P = -26.52 meV
E_lh without coupling = -48.00 meV
E_lh to second order = -39.36 meV
E_hh - E_lh = +62.52 meV = +15.12 THz
E_hh - E_lh without coupling = +72.00 meV
split-off weight in lh = 0.0335
Z-orbital weight in lh = 0.4859
--- in-plane strain +1.0 %
perpendicular strain = -0.80 %
trace of strain = +1.20 %
P = +12.00 meV, S = -36.00 meV
R = 351.09 meV
E_hh = -24.00 meV
E_lh = +55.54 meV
E_so = -295.54 meV
E_lh - P = +43.54 meV
E_lh without coupling = +48.00 meV
E_lh to second order = +56.64 meV
E_hh - E_lh = -79.54 meV = -19.23 THz
E_hh - E_lh without coupling = -72.00 meV
split-off weight in lh = 0.0215
Z-orbital weight in lh = 0.7962
--- table: strain %, S, E_hh, E_lh, E_so, E_hh-E_lh (meV)
-2.0 +72.00 +48.00 -57.15 -362.85 +105.15
-0.5 +18.00 +12.00 -21.72 -308.28 +33.72
+0.5 -18.00 -12.00 +26.02 -296.02 -38.02
+2.0 -72.00 -48.00 +122.05 -302.05 -170.05
--- lowest lh energy relative to P
S = 66.67 meV, in-plane strain = -1.85 %
E_lh - P = -33.33 meV
Z-orbital weight there = 0.3333
saturated hh-lh splitting, 2*Delta/3 = 200.0 meV
tests ok
```
